# Inverse-Logarithmic Oxide Growth and Its Neglected Logarithmic Term: verification in Python

```python
"""
Inverse-logarithmic growth of a thin oxide film by strong-field ion injection.
Rate equation: dX/dt = u0*exp(X1/X), X = thickness, X1 = q*a*V/(k*T),
u0 = N*Omega*nu*exp(-W/(k*T)).  With y = X1/X and tau = X1/u0 the result is
    y + 2 ln y + ln(1 + 2/y) = ln(tau/t) + eps,  0 < eps < -ln(1 - delta),
    delta = 2/(y + 2)^2.
Freezing the slow logarithms gives y = y_ref - ln(t/t_ref).
q: ion charge, a: well-to-top distance, V: film voltage, W: barrier,
N: ions per area, Omega: oxide volume per ion, nu: attempt frequency.
Units: nm, s, eV, V, K.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.special import expn

T, W, charge_number, a, V = 300.0, 1.3, 2, 0.2, 1.0
nu, N, Omega, X_start = 1.0e13, 10.0, 0.02, 0.5
kT = boltzmann * T / charge
X1 = charge_number * a * V / kT
u0 = N * Omega * nu * np.exp(-W / kT)
tau = X1 / u0
y_start = X1 / X_start


def delta(y):
    return 2.0 / (y + 2.0)**2


def F(y):
    return expn(2, y) / y


def local_slope(y):
    return y * np.exp(y) * expn(2, y)


# The scaled integral from its definition against closed form and bounds.
for y in (0.5, 2.0, 5.0, 10.0, 20.0, 40.0):
    scaled = quad(lambda s: np.exp(-s) / (y + s)**2, 0, np.inf,
                  epsabs=1e-13, epsrel=1e-11)[0]
    lower = 1.0 / (y * (y + 2.0))
    assert abs(scaled / (np.exp(y) * F(y)) - 1) < 1e-8
    assert lower < scaled < lower / (1 - delta(y))

# Direct integration of the rate equation in the variable ln(1 + t/t_scale).
t_scale = 1.0e-6


def growth(z, X):
    return t_scale * np.exp(z) * u0 * np.exp(X1 / X)


solution = solve_ivp(growth, (0.0, np.log1p(2.0e5 / t_scale)), [X_start],
                     method="DOP853", rtol=1e-11, atol=1e-13,
                     max_step=0.2, dense_output=True)
assert solution.success


def thickness(t):
    return solution.sol(np.log1p(np.asarray(t) / t_scale))[0]


times = np.array([1.0e1, 1.0e3, 1.0e5])
X = thickness(times)
y = X1 / X
t_closed = tau * (F(y) - F(y_start))
assert np.all(abs(t_closed / times - 1) < 1e-7)
t_shift = tau * F(y_start)

# Residual of the implicit law, using the directly integrated thickness.
eps = y + np.log(y * (y + 2)) - np.log(tau / times)
assert np.all(eps > 0) and np.all(eps < -np.log(1 - delta(y)))

# Local slope by finite difference of the integrated solution.
h = 0.02
slope_fd = np.array([-(X1 / thickness(t * np.exp(h))
                       - X1 / thickness(t * np.exp(-h))) / (2 * h)
                     for t in times])
simple_slope = y / (y + 2)
assert np.all(slope_fd > simple_slope)
assert np.all(slope_fd < simple_slope / (1 - delta(y)))
assert np.all(abs(slope_fd - local_slope(y)) < 1e-5)

# Frozen and tangent laws, both anchored at the middle time.
t_ref, X_ref, y_ref = times[1], X[1], y[1]
L = np.log(times / t_ref)
y_frozen = y_ref - L
y_tangent = y_ref - local_slope(y_ref) * L
neglected = 2 * np.log(X / X_ref)
rest = y - y_frozen - neglected
for i in (0, 2):
    y_min = min(y[i], y_ref)
    error = y[i] - y_tangent[i]
    assert 0 < error < L[i]**2 / ((y_min + 2)**2 - 2)
    assert abs(error) < abs(y[i] - y_frozen[i])
    assert abs(rest[i]) < 0.25 * abs(neglected[i])

# Straight-line fits over four decades, without and with the slow term.
t_fit = np.logspace(1, 5, 41)
X_fit = thickness(t_fit)
plain = np.polyfit(np.log(t_fit), 1 / X_fit, 1)
X1_plain = -1 / plain[0]
R2 = np.corrcoef(np.log(t_fit), 1 / X_fit)[0, 1]**2
X1_corrected = -np.polyfit(1 / X_fit, np.log(t_fit / X_fit**2), 1)[0]
assert (X1 + 2 * X[0]) * (1 - delta(y[0])) < X1_plain < X1 + 2 * X[2]
assert X1 * (1 - delta(y[2]) * (1 + 2 / y[2])) < X1_corrected < X1


# Cosine barrier: stationary points move when the field tilts it.
def tilted(s, work):
    return 0.5 * W * (1 - np.cos(np.pi * s / a)) - work * s / a


def cosine_barriers(work):
    well = a / np.pi * np.arcsin(2 * work / (np.pi * W))
    top = a - well
    forward = tilted(top, work) - tilted(well, work)
    backward = tilted(top, work) - tilted(well + 2 * a, work)
    return forward, backward


grid = np.linspace(0, a, 200001)
for work in y * kT:
    forward, backward = cosine_barriers(work)
    energies = tilted(grid, work)
    assert abs(energies.max() - energies.min() - forward) < 1e-8
    quadratic = 2 * work**2 / (np.pi**2 * W)
    ratio = 2 * work / (np.pi * W)
    assert abs(forward - (W - work + quadratic)) < W * ratio**4 / 12
    assert abs(backward - forward - 2 * work) < 1e-10
shape_shift = np.array([cosine_barriers(w)[0] - W + w for w in y * kT])


# Apparent X1 at the reference thickness for the cosine barrier.
def cosine_integrand(v):
    exponent = (cosine_barriers(v * kT)[0]
                - cosine_barriers(y_ref * kT)[0]) / kT
    return np.exp(exponent) / v**2


cosine_time = quad(cosine_integrand, y_ref, y_start, epsrel=1e-10)[0]
inverse_slope_cosine = cosine_integrand(y_ref) / cosine_time
c = 2 * kT / (np.pi**2 * W)
estimate = 1 - 2 * c * y_ref + 2 / y_ref
curvature = 2 * c + 2 / y_ref**2
assert abs(inverse_slope_cosine - estimate) < 2 * curvature / estimate
assert inverse_slope_cosine < 1 / local_slope(y_ref)

print(f"temperature {T:.0f} K; kT = {kT:.6f} eV")
print(f"barrier W = {W:.2f} eV; ion charge = {charge_number} e")
print(f"well-to-top distance a = {a:.2f} nm; voltage V = {V:.2f} V")
print(f"attempt frequency = {nu:.2e} 1/s")
print(f"ions per area N = {N:.1f} 1/nm^2; Omega = {Omega:.3f} nm^3")
print(f"starting thickness = {X_start:.2f} nm; y_start = {y_start:.3f}")
print(f"X1 = {X1:.4f} nm")
print(f"u0 = {u0:.4e} nm/s; tau = {tau:.4e} s")
print(f"time shift from starting film = {t_shift:.3e} s")
for i, t in enumerate(times):
    print(f"--- t = {t:.0e} s; ln(tau/t) = {np.log(tau/t):.4f}")
    print(f"integrated X = {X[i]:.4f} nm; y = {y[i]:.4f}")
    print(f"field = {V/X[i]:.4f} V/nm; qaE = {y[i]*kT:.4f} eV")
    print(f"growth rate = {u0*np.exp(y[i]):.3e} nm/s")
    print(f"2 ln y = {2*np.log(y[i]):.4f}; "
          f"ln(1+2/y) = {np.log1p(2/y[i]):.4f}")
    print(f"eps = {eps[i]:.5f}; bound = {-np.log(1-delta(y[i])):.5f}")
    print(f"slope S = {slope_fd[i]:.5f}; y/(y+2) = {simple_slope[i]:.5f}")
    print(f"X frozen law = {X1/y_frozen[i]:.4f} nm; "
          f"X tangent law = {X1/y_tangent[i]:.4f} nm")
    print(f"ln(t/t_ref) = {L[i]:.4f}; 2 ln(X/X_ref) = {neglected[i]:.4f}; "
          f"rest = {rest[i]:.4f}")
    print(f"cosine barrier shift = {shape_shift[i]:.4f} eV; "
          f"return/forward = {np.exp(-2*y[i]):.1e}")
print("--- fits from 1e1 s to 1e5 s")
print(f"plain fit: X1 = {X1_plain:.4f} nm; R^2 = {R2:.6f}")
print(f"plain fit: inferred voltage = {V*X1_plain/X1:.4f} V")
print(f"fit with slow term restored: X1 = {X1_corrected:.4f} nm")
print(f"corrected fit: inferred voltage = {V*X1_corrected/X1:.4f} V")
print("--- apparent X1 at the reference thickness")
print(f"linear barrier = {X1/local_slope(y_ref):.4f} nm; "
      f"X1 + 2X = {X1+2*X_ref:.4f} nm")
print(f"cosine barrier = {X1*inverse_slope_cosine:.4f} nm")
print("every check passed")
```

Running it gives:

```
temperature 300 K; kT = 0.025852 eV
barrier W = 1.30 eV; ion charge = 2 e
well-to-top distance a = 0.20 nm; voltage V = 1.00 V
attempt frequency = 1.00e+13 1/s
ions per area N = 10.0 1/nm^2; Omega = 0.020 nm^3
starting thickness = 0.50 nm; y_start = 30.945
X1 = 15.4727 nm
u0 = 2.8973e-10 nm/s; tau = 5.3404e+10 s
time shift from starting film = 1.908e-06 s
--- t = 1e+01 s; ln(tau/t) = 22.3986
integrated X = 0.9285 nm; y = 16.6640
field = 1.0770 V/nm; qaE = 0.4308 eV
growth rate = 5.001e-03 nm/s
2 ln y = 5.6265; ln(1+2/y) = 0.1133
eps = 0.00527; bound = 0.00576
slope S = 0.89756; y/(y+2) = 0.89284
X frozen law = 0.8999 nm; X tangent law = 0.9323 nm
ln(t/t_ref) = -4.6052; 2 ln(X/X_ref) = -0.5609; rest = 0.0309
cosine barrier shift = 0.0290 eV; return/forward = 3.4e-15
--- t = 1e+03 s; ln(tau/t) = 17.7934
integrated X = 1.2291 nm; y = 12.5888
field = 0.8136 V/nm; qaE = 0.3254 eV
growth rate = 8.496e-05 nm/s
2 ln y = 5.0656; ln(1+2/y) = 0.1474
eps = 0.00847; bound = 0.00944
slope S = 0.87025; y/(y+2) = 0.86291
X frozen law = 1.2291 nm; X tangent law = 1.2291 nm
ln(t/t_ref) = 0.0000; 2 ln(X/X_ref) = 0.0000; rest = 0.0000
cosine barrier shift = 0.0165 eV; return/forward = 1.2e-11
--- t = 1e+05 s; ln(tau/t) = 13.1882
integrated X = 1.7835 nm; y = 8.6752
field = 0.5607 V/nm; qaE = 0.2243 eV
growth rate = 1.697e-06 nm/s
2 ln y = 4.3209; ln(1+2/y) = 0.2075
eps = 0.01542; bound = 0.01771
slope S = 0.82528; y/(y+2) = 0.81265
X frozen law = 1.9381 nm; X tangent law = 1.8031 nm
ln(t/t_ref) = 4.6052; 2 ln(X/X_ref) = 0.7447; rest = -0.0531
cosine barrier shift = 0.0078 eV; return/forward = 2.9e-08
--- fits from 1e1 s to 1e5 s
plain fit: X1 = 17.8165 nm; R^2 = 0.999886
plain fit: inferred voltage = 1.1515 V
fit with slow term restored: X1 = 15.3147 nm
corrected fit: inferred voltage = 0.9898 V
--- apparent X1 at the reference thickness
linear barrier = 17.7796 nm; X1 + 2X = 17.9309 nm
cosine barrier = 16.0635 nm
every check passed
```
